# Thermal hydrogen density in a double well by matrix squaring

## A case that can be squared by hand

Take one particle of mass \(m\) in \(V=\tfrac12 m\omega^2x^2\) at inverse temperature \(\beta=1/kT\). Divide \(\beta\) into \(P=2^k\) steps \(\tau=\beta/P\), and let \(\sigma^2=\hbar^2\tau/m\). The short-step kernel, derived below for any potential, is here

\[
\rho(x,x';\tau)=N\exp\!\left[-\tfrac A2(x^2+x'^2)+Bxx'\right],
\]
\[
B=\frac1{\sigma^2},\quad A=\frac1{\sigma^2}+\frac{\tau m\omega^2}{2},\quad N=\sqrt{\frac B{2\pi}} .
\]

Two steps are joined by integrating over the shared point \(y\). Completing the square gives

\[
\int dy\,e^{-Ay^2+B(x+x')y}=\sqrt{\frac{\pi}{A}}\;e^{B^2(x+x')^2/4A}.
\]

The product is therefore another Gaussian of the same form, with

\[
B'=\frac{B^2}{2A},\qquad A'=A-\frac{B^2}{2A},\qquad N'=N^2\sqrt{\frac\pi A}=\sqrt{\frac{B'}{2\pi}} .
\]

Since \(A'+B'=A\) and \(A'-B'=A-B^2/A\), the quantity \(C^2=A^2-B^2\) is unchanged. If \(A/B=\cosh\theta\), then \(A'/B'=2A^2/B^2-1=\cosh2\theta\). Each squaring doubles \(\theta\), so after \(k\) squarings

\[
A_k=C\coth P\theta,\qquad B_k=C/\sinh P\theta .
\]

The diagonal is proportional to \(e^{-(A_k-B_k)x^2}\). Its variance is

\[
\langle x^2\rangle_P=\frac{1}{2C\tanh(P\theta/2)} .
\]

Now let \(\epsilon=\hbar\omega\tau\). From \(\cosh\theta=1+\epsilon^2/2\) follow \(\sinh(\theta/2)=\epsilon/2\) and \(C=\sinh\theta/\sigma^2=(m\omega/\hbar)\sqrt{1+\epsilon^2/4}\). As \(\epsilon\to0\), \(P\theta\to\beta\hbar\omega\), and the variance becomes the oscillator result \((\hbar/2m\omega)\coth(\beta\hbar\omega/2)\). The corrections contain even powers of \(\epsilon\). At low temperature a finite step makes the peak too narrow, and hence too high by the factor \((1+\epsilon^2/4)^{1/4}\).

For a double well the integrals no longer close, but a matrix can do the same work.

## Model and target

Hydrogen moves on a line in

\[
V(x)=V_b\left(\frac{x^2}{a^2}-1\right)^2,
\]

with minima at \(\pm a\) and barrier \(V_b\). Lengths are in nm and energies in eV. With \(H=T+V\), \(H\psi_j=E_j\psi_j\) and \(Z=\sum_je^{-\beta E_j}\), the target is

\[
n(x)=\frac{\langle x|e^{-\beta H}|x\rangle}{Z}
=\frac1Z\sum_j e^{-\beta E_j}|\psi_j(x)|^2 ,\qquad \int n\,dx=1 .
\]

There is one particle, so exchange does not enter. “Exact” below means numerically converged for this one-dimensional model.

## The short-step kernel

The symmetric approximation to one step is

\[
S(\tau)=e^{-\tau V/2}e^{-\tau T}e^{-\tau V/2}.
\]

The potential factors are diagonal in position. The kinetic factor follows from inserting momentum states:

\[
\langle x|e^{-\tau T}|x'\rangle=\int\frac{dp}{2\pi\hbar}\,e^{ip(x-x')/\hbar-\tau p^2/2m}
=\frac{e^{-(x-x')^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}.
\]

The last form comes from completing the square in \(p\). Thus

\[
\rho(x,x';\tau)=\frac{1}{\sqrt{2\pi}\sigma}
\exp\!\left[-\frac{(x-x')^2}{2\sigma^2}-\frac\tau2\{V(x)+V(x')\}\right].
\]

On a uniform grid, \(\int dy\) becomes \(h\sum_y\). Define \(M_{ij}=h\rho(x_i,x_j;\tau)\). Joining two steps is then \(M\to M^2\), and \(k\) squarings replace \(P-1\) successive products. The final density is \(n_i=M_{ii}/(h\,\mathrm{Tr}M)\).

With \(P=1\) the diagonal is proportional to \(e^{-\beta V}\), the classical density. Quantum spreading enters through the multiplications.

## Pseudocode

```
input  V, m, beta, half-width L, spacing h, k
tau   = beta / 2^k
sigma = sqrt(hbar^2 * tau / m)
require sigma >= h
x     = uniform grid from -L to L, including 0
M[i,j] = h/(sqrt(2 pi) sigma)
         * exp(-(x[i]-x[j])^2/(2 sigma^2)
               - tau*(V[i]+V[j])/2)
logscale = 0
repeat k times:
    M = M * M                  # matrix product
    s = largest entry of M
    M = M / s
    logscale = 2*logscale + log(s)
density = diag(M) / (h * trace(M))
lnZ     = log(trace(M)) + logscale
```

The represented matrix is \(e^{\ell}M\), where \(\ell\) is `logscale`. Squaring doubles \(\ell\), and division by \(s\) adds \(\ln s\). The scale cancels from the density but is needed for \(Z\).

Run the routine for \(k\) and \(k+1\) on the same grid, compare the densities, and extrapolate as shown next. Then repeat with a smaller \(h\) and a larger \(L\).

## Why the step error is quadratic

Write \(S=e^{A/2}e^Be^{A/2}\), where now \(A=-\tau V\) and \(B=-\tau T\) are operators. Because \(S(\tau)S(-\tau)=1\) formally, \(\ln S\) is odd in \(\tau\). Let \(\ln S=A+B+K_3+O(\tau^5)\). The mixed cubic terms of \(S\) are

\[
\tfrac18(A^2B+BA^2)+\tfrac14ABA+\tfrac14(AB^2+B^2A).
\]

In \(e^{A+B}\) each ordered mixed cubic product has coefficient \(1/6\). Subtraction gives

\[
\begin{aligned}
K_3={}&-\tfrac1{24}(A^2B-2ABA+BA^2)\\
&+\tfrac1{12}(AB^2-2BAB+B^2A)\\
={}&-\tfrac1{24}[A,[A,B]]-\tfrac1{12}[B,[A,B]] .
\end{aligned}
\]

Inserting \(A\) and \(B\), and writing \(\ln S=-\tau H_{\rm eff}\), we find

\[
H_{\rm eff}=H+\tau^2W+O(\tau^4),
\]
\[
W=\tfrac1{24}[V,[T,V]]+\tfrac1{12}[T,[T,V]] .
\]

For the first term, act on a function \(f\):

\[
[T,V]f=-\frac{\hbar^2}{2m}(V''f+2V'f').
\]

Since \([V,\partial_x]f=-V'f\), the second commutator is \([V,[T,V]]=\hbar^2V'^2/m\). The operators are unbounded, so the series is used here as an asymptotic expansion for small \(\tau\).

All \(P\) steps are the same, so \(S^P=e^{-\beta H_{\rm eff}}\). At fixed \(\beta\), therefore,

\[
n_P(x)=n(x)+c(x)\tau^2+O(\tau^4).
\]

Doubling \(P\) changes the leading error to \(c\tau^2/4\). It cancels in

\[
n_{\rm ext}=\frac{4n_{2P}-n_P}{3}.
\]

The partition function also provides a check on the coefficient. To first order in \(W\),

\[
\frac{Z_P}{Z}-1=-\beta\tau^2\langle W\rangle .
\]

Put \(X=[T,V]\). In thermal equilibrium \(\langle[H,X]\rangle=0\), by cyclicity of the trace. Since \([T,X]=[H,X]-[V,X]\), we have \(\langle[T,X]\rangle=-\hbar^2\langle V'^2\rangle/m\). Hence

\[
\langle W\rangle=\frac{\hbar^2\langle V'^2\rangle}{m}\left(\frac1{24}-\frac1{12}\right),
\]
\[
\frac{Z_P}{Z}-1=\frac{\beta\tau^2\hbar^2}{24m}\langle V'^2\rangle+O(\tau^4).
\]

The leading error in \(Z\) is positive. The density error can have either sign, because normalisation makes its integral vanish.

## The limit that fails on a fixed grid

The kernel width \(\sigma\) shrinks as \(P^{-1/2}\). If \(h\) is held fixed, the grid eventually fails to resolve the Gaussian. To find the first error, take the Fourier sum of the free kernel. Poisson summation gives

\[
\lambda(q)=\sum_G e^{-\sigma^2(q+G)^2/2},\qquad G=\frac{2\pi l}{h},
\]

with integer \(l\). Let \(\eta=e^{-2\pi^2\sigma^2/h^2}\) and \(G_1=2\pi/h\). Keeping \(l=0,\pm1\),

\[
\lambda(0)=1+2\eta,\qquad
\lambda''(0)=-\sigma^2+2\eta(-\sigma^2+\sigma^4G_1^2).
\]

The variance of the sampled kernel is \(-\lambda''(0)/\lambda(0)\), because \(\lambda'(0)=0\). To first order in \(\eta\) it is

\[
\sigma_{\rm grid}^2=\sigma^2\left[1-8\pi^2\frac{\sigma^2}{h^2}e^{-2\pi^2\sigma^2/h^2}\right].
\]

Since \(\sigma^2=\hbar^2\tau/m\), at long wavelength this resembles a heavier particle. At \(\sigma/h=0.8\), direct summation and the formula both give a relative deficit of \(1.65\times10^{-4}\). At \(\sigma/h=1\) the formula gives about \(2\times10^{-7}\). This motivates the rule \(\sigma\ge h\), or

\[
P\le\frac{\beta\hbar^2}{mh^2}.
\]

It is a condition on the kinetic kernel; \(h\) must also resolve the potential and the density.

In the opposite regime, \(\sigma\ll h\), a neighbouring off-diagonal element carries the factor \(e^{-h^2/2\sigma^2}\). When even \(P\) such opportunities have negligible total weight, the matrix is effectively diagonal:

\[
M_{ii}^P=\left(\frac{h}{\sqrt{2\pi}\sigma}\right)^P e^{-\beta V_i}.
\]

Normalisation removes the prefactor and leaves the classical density. A fixed-grid calculation thus starts classical at \(P=1\), can approach the quantum result at intermediate \(P\), and returns to the classical result at very large \(P\). The strict limit is \(\tau\to0\) with \(h/\sigma\to0\) as well. Holding \(h/\sigma\) fixed leaves the relative width error found above, which does not shrink with \(\tau\). At \(h=\sigma\) it is only about \(2\times10^{-7}\), and in the example below it shifts \(n(0)\) by about one part in \(10^6\). The partition function is more sensitive. The sampled kernel sums to \(\lambda(0)=1+2\eta\) in every step, so \(\ln Z\) shifts by about \(2\eta P\), which grows with \(P\). In the same example, at \(h=\sigma\) and \(P=4096\), this is about \(2\times10^{-5}\), while the step error in \(Z\) is about \(10^{-6}\).

## Worked example at 100 K

Take \(V_b=0.2\) eV, \(a=0.10\) nm and \(T=100\) K. For a hydrogen atom, \(\hbar^2/m=4.148\times10^{-5}\) eV nm², and \(\beta=116.0\) eV⁻¹. Differentiating the potential twice gives

\[
V''(x)=\frac{4V_b}{a^2}\left(\frac{3x^2}{a^2}-1\right),
\]

so \(V''(a)=8V_b/a^2=160\) eV/nm². The harmonic quantum is

\[
\hbar\omega=\sqrt{(4.148\times10^{-5})(160)}=0.0815\ \mathrm{eV}.
\]

Here \(\beta\hbar\omega=9.45\), far from the classical regime.

The grid runs from \(-0.22\) to \(0.22\) nm with \(h=0.002\) nm, giving 221 points. At its edge \(V=2.95\) eV. A semiclassical estimate of the decay of \(|\psi|^2\) from the minimum to the edge, neglecting the level energy, is

\[
\exp\!\left[-2\int_a^{2.2a}\!\sqrt{2mV}\,\frac{dx}{\hbar}\right]\approx e^{-40},
\]

so the box is ample for the low levels. The grid rule permits \(P\) up to \(116.0(4.148\times10^{-5})/(0.002)^2\approx1200\).

### The eigenstate reference

The reference Hamiltonian uses plane waves with \(|q|<\pi/h\). Its kinetic matrix is

\[
T_{ij}=\frac{h}{2\pi}\int_{-\pi/h}^{\pi/h}\frac{\hbar^2q^2}{2m}e^{iq(i-j)h}\,dq .
\]

For \(i=j\) this is \(\hbar^2\pi^2/(6mh^2)\). For \(i\ne j\), integration by parts gives \((-1)^{i-j}\hbar^2/[mh^2(i-j)^2]\). Adding \(V(x_i)\) on the diagonal and diagonalizing yields \(E_j\) and \(|\psi_j(x_i)|^2=|v_{ij}|^2/h\), for unit eigenvectors \(v\). The lowest eight levels agree within \(10^{-9}\) eV with a separate calculation in 110 oscillator functions.

The lowest doublet lies at 0.0396 eV and is split by 1.54 μeV. The next lies near 0.114 eV and is split by 166 μeV. Since \(kT=8.62\) meV, the two lowest states have almost equal weights. The populations therefore say little about the splitting. At this temperature the density at the barrier top does carry information about it, because both depend on the same tunnelling tail. That holds only while the lowest doublet dominates \(n(0)\); at 300 K it supplies about 1% of it. The density alone gives no hopping rate.

### Reading the density

All densities below are in nm⁻¹.

| \(x\) (nm) | exact | \(P=8\) | classical |
|---|---:|---:|---:|
| 0.00 | 2.195e-4 | 2.033e-4 | 2.244e-9 |
| 0.06 | 1.251 | 0.978 | 0.002 |
| 0.10 | 11.99 | 13.02 | 26.95 |
| 0.12 | 4.267 | 4.121 | 0.301 |

Zero-point motion broadens each peak and lowers it. At the barrier top the quantum density exceeds the classical one by a factor of \(9.8\times10^4\). The lowest doublet supplies 97.2% of \(n(0)\), so in this model the barrier density is mainly the tail of the lowest states, with 2.8% from higher levels.

The opening oscillator explains the main coarse-step error in a well. At \(P=8\), \(\epsilon=9.45/8=1.18\), and the predicted excess peak height is \((1+1.18^2/4)^{1/4}-1\approx7.8\%\). In the double well the maximum of the \(P=8\) density exceeds the exact maximum by about 7.6%. At the fixed point \(x=a\) the excess is larger, \(13.017/11.994-1\approx8.5\%\), because the exact peak lies slightly inside \(a\), near 0.097 nm, and the coarse step also moves the peak toward \(a\).

### Convergence

The \(L_1\) error is \(\int|n_P-n|dx\), relative to unit total probability. The last column is relative to the exact \(n(0)\).

| \(P\) | \(\sigma/h\) | \(L_1\) error | error in \(n(0)\) |
|---:|---:|---:|---:|
| 8 | 12.3 | 7.85e-2 | −7.40e-2 |
| 32 | 6.13 | 5.81e-3 | −5.88e-3 |
| 64 | 4.34 | 1.47e-3 | −1.50e-3 |
| 256 | 2.17 | 9.20e-5 | −9.40e-5 |
| 512 | 1.53 | 2.30e-5 | −2.35e-5 |

From 256 to 512 steps, both errors fall by a factor of 4.00. Extrapolating these two densities reduces the \(L_1\) error to \(5.8\times10^{-9}\). A cheaper pair is already useful: the errors in \(n(0)\) at 32 and 64 combine to

\[
\frac{4(-1.4962)+5.8785}{3}\times10^{-3}=-3.5\times10^{-5},
\]

about one and a half times the error of the plain 512-step result.

The coefficient of the partition-function error can be checked as well. With \(\langle V'^2\rangle=6.1681\) eV²/nm² and \(\tau=0.22665\) eV⁻¹, and one more digit in the other constants,

\[
\frac{116.045(0.22665)^2(4.1477\times10^{-5})(6.1681)}{24}
=6.35\times10^{-5}.
\]

The computed relative error at \(P=512\) is also \(6.35\times10^{-5}\). At \(P=8\) the leading formula gives 0.260 against 0.248, so higher powers of \(\tau\) are visible there.

### A warmer case

At 300 K, with the same well and grid, \(P=256\) gives \(n(0)=0.01513\) nm⁻¹, in agreement with the eigenstates to this precision. The classical value is 0.00666 nm⁻¹. The quantum excess has dropped to a factor of 2.27, but classical statistics are still inadequate at the barrier top.

## Cost, stability and failure modes

For \(N\) grid points, dense squaring needs about \(kN^3\) multiply-add operations and storage proportional to \(N^2\). Here \(k=9\) and \(N=221\) give \(9.7\times10^7\) operations. If \(P\) is raised at \(h/\sigma\) fixed, then \(N\propto P^{1/2}\) and the cost grows as \(kP^{3/2}\). A direct product grid in \(d\) dimensions has \(N^d\) points and costs \(kN^{3d}\), which limits this dense method to few coordinates.

The entries are non-negative, so the products involve no cancellation. If \(e_j\) bounds the relative rounding error after \(j\) squarings and \(u\) is the unit roundoff, then to first order \(e_{j+1}\le2e_j+Nu\). Iteration gives

\[
e_k\le Pe_0+(P-1)Nu .
\]

With \(u=1.1\times10^{-16}\), the second term is about \(10^{-11}\) at \(P=512\). This helps preserve the small barrier density. The estimate excludes entries lost to underflow.

**Unresolved kernel.** With \(h=0.01\) nm, \(P=64\) has \(\sigma/h=0.867\) and gives \(n(0)=2.191\times10^{-4}\) nm⁻¹, close to the fine-grid value. Raising \(P\) to 4096 on this same grid gives \(\sigma/h=0.108\) and \(2.244\times10^{-9}\) nm⁻¹, the classical value. Agreement between successive large \(P\) is therefore no proof of convergence; inspect \(\sigma/h\).

**Overflow.** In that failed calculation the diagonal prefactor is \(h/(\sqrt{2\pi}\sigma)\approx3.7\) per step. Its 4096th power exceeds \(10^{2300}\), beyond the range of double precision. Rescaling prevents overflow but does not repair the grid.

**Small bias.** Let the wells differ in energy by \(\Delta\), much larger than the tunnel splitting, with only the lowest state of each well populated. The lower-well population is then \(1/(1+e^{-\beta\Delta})\). For \(\Delta=1\) meV at 100 K this is 0.529; the eigenstates of the linearly tilted well give 0.528. At \(kT\ll\Delta\) the symmetric density would be qualitatively wrong.

## Relation to hydrogen in silicon

The parameters are roughly those of hydrogen hopping between neighbouring bond-centred sites beside a boron acceptor in silicon, where the barrier is roughly 0.2 eV. The real motion is neither straight nor confined to one coordinate. Each change below is made alone, at 100 K, with the other model settings fixed; the displacement and softening are trial values.

If two silicon atoms each shift by 0.02 nm while hydrogen crosses \(2a=0.20\) nm, and follow it in proportion, their kinetic energy adds an effective mass \(2(28.09)(0.02/0.20)^2=0.56\) u. This multiplies \(n(0)\) by 0.050. That is the limit of a host that responds much faster than hydrogen. Silicon's vibrational quanta, at most about 0.065 eV, are smaller than the hydrogen quantum of 0.0815 eV, so for the same relaxed barrier the real reduction should be much weaker. If the silicon shift is treated as one extra harmonic coordinate of mass 0.56 u, tied to the hydrogen position with a quantum of 0.065 eV, the factor is 0.34. An arc through the tetrahedral angle is 1.17 times its chord; stretching the path by this ratio gives a factor of 0.107. A particle free to cut the corner would show a somewhat weaker reduction. If a transverse quantum of roughly 0.23 eV is 10% softer at the barrier top than in the wells, the loss of zero-point energy there lowers the barrier by \(\tfrac12(0.023)=0.0115\) eV. Reducing \(V_b\) by this amount, which also softens the wells slightly, gives a factor of 1.46; the exact factor depends on how the softening varies along the path.

In these limiting estimates, host motion and path geometry lower the barrier density by factors of about twenty and ten, while the 512-step numerical error is a few parts in \(10^5\). The value of \(n(0)\) is a result for the stated model, not a prediction for the defect. Other equivalent sites around the acceptor are also omitted, so the density is conditional on hydrogen occupying this one path. It further assumes thermal equilibrium between the wells, which a real sample reaches only if hopping is fast enough for the time of observation.

The main computed values are in the numerical output below.

## Computed values

```
barrier 0.2 eV, a 0.1 nm, T 100.0 K, H mass 1.0078 u
hbar^2/m 4.1477e-05 eV nm^2, kT 0.008617 eV, beta 116.045 1/eV
harmonic quantum in one well 0.08146 eV, beta*quantum 9.453
grid: box +-0.22 nm, h 0.0020 nm, 221 points
levels E0..E5 (eV): 0.039625 0.039627 0.113685 0.113851 0.174768 0.179746
splitting E1-E0 1.5434 ueV, E3-E2 165.60 ueV
Z 2.013880e-02, mean V'^2 6.16813 eV^2/nm^2, rms x 0.09726 nm
x (nm): n exact, n P=8, n P=32, n P=512, n classical (1/nm)
0.00: 2.19487e-04 2.03256e-04 2.18197e-04 2.19482e-04 2.24399e-09
0.03: 1.85046e-02 1.36265e-02 1.81505e-02 1.85032e-02 1.21254e-07
0.06: 1.25066e+00 9.78499e-01 1.23042e+00 1.25058e+00 2.00443e-03
0.08: 7.16029e+00 6.70450e+00 7.12614e+00 7.16016e+00 1.33127e+00
0.10: 1.19937e+01 1.30172e+01 1.20653e+01 1.19940e+01 2.69512e+01
0.12: 4.26738e+00 4.12057e+00 4.26413e+00 4.26737e+00 3.01423e-01
peak of exact density 12.1490 1/nm at x 0.098 nm
share of n(0) from lowest doublet 0.9722
n(0) quantum/classical at 100 K 9.7811e+04
P, tau (1/eV), sigma/h, Z error, Z error formula, L1 error, n(0) error
   8  14.5056 12.264 2.4840e-01 2.6029e-01 7.8499e-02 -7.3951e-02
  16   7.2528  8.672 6.4138e-02 6.5072e-02 2.2392e-02 -2.2000e-02
  32   3.6264  6.132 1.6205e-02 1.6268e-02 5.8132e-03 -5.8785e-03
  64   1.8132  4.336 4.0630e-03 4.0670e-03 1.4675e-03 -1.4962e-03
 128   0.9066  3.066 1.0165e-03 1.0167e-03 3.6776e-04 -3.7576e-04
 256   0.4533  2.168 2.5417e-04 2.5419e-04 9.1997e-05 -9.4049e-05
 512   0.2267  1.533 6.3545e-05 6.3546e-05 2.3003e-05 -2.3519e-05
error ratio P=256 to 512: L1 3.9994, n(0) 3.9989
extrapolated 256/512: L1 error 5.80e-09, n(0) error -8.99e-09
variance deficit at sigma/h=0.8: sum 1.6485e-04, formula 1.6485e-04
coarse grid h 0.010 nm, classical n(0) 2.2442e-09 1/nm
coarse grid P=64: sigma/h 0.867, n(0) 2.1913e-04 1/nm
coarse grid P=4096: sigma/h 0.108, n(0) 2.2442e-09 1/nm
300 K: n(0) exact 1.51309e-02, squaring P=256 1.51307e-02, classical 6.65683e-03 1/nm
300 K: n(0) quantum/classical 2.273
host drag: shift 0.02 nm, added mass 0.562 u, n(0) factor 0.0496
curved path: arc/chord 1.1700, n(0) factor 0.1068
transverse softening 10% of 0.23 eV: barrier -0.0115 eV, n(0) factor 1.4580
bias 0.001 eV: lower-well population 0.5278, two-state formula 0.5290
```
